# Optimal Displacement for Central-Difference Force Constants with Noisy Forces

## What symmetry and dimensions fix

An atom is moved by $+h$ and by $-h$ along a fixed direction while all other atoms stay in place. The force on it along that direction is computed at both points, and the force constant is estimated from

$$D(h)=-\frac{F(h)-F(-h)}{2h}.$$

A large step distorts the result because the force is not linear. A small step magnifies the noise in the forces. I want the step that balances the two.

Replacing $h$ by $-h$ exchanges the two forces and changes the sign of the denominator, so $D$ is an even function of $h$. For a smooth force without noise its error therefore starts at order $h^2$. The coefficient of $h^2$ comes from the cubic term of the force, which is the quartic term of the energy. Let $\chi$ be the fourth derivative of the energy along the displacement, with dimension energy/length$^4$, and let $\sigma$ be the size of the force noise, with dimension energy/length. The force constant itself cannot set the step, because a linear force is differentiated without error. If $\sigma$ and $\chi$ are all that matter, the one length they form is

$$h_*\propto\left(\frac{\sigma}{|\chi|}\right)^{1/3}.$$

This settles what "cubic anharmonicity" must mean here. A cubic term in the energy gives a force quadratic in the displacement, equal at $+h$ and $-h$, and it cancels. The cube-root law belongs to the cubic term in the force. What remains is the numerical factor, and the conditions under which other lengths enter.

## Simplest case: a symmetric well and a bounded error

Take $V(u)=\tfrac12\Phi u^2+\tfrac1{24}\chi u^4$. The force is

$$F(u)=-\frac{dV}{du}=-\Phi u-\frac{\chi}{6}u^3 .$$

Since $F(-h)=-F(h)$, the estimate without noise is $-F(h)/h$, or

$$D(h)=\Phi+\frac{\chi h^2}{6}.$$

Suppose each computed force is wrong by at most $\varepsilon$. The worst case has opposite errors at the two points. Their difference is then $2\varepsilon$, and division by $2h$ leaves $\varepsilon/h$. If the signs also agree with the bias, the error reaches

$$B(h)=\frac{\varepsilon}{h}+\frac{|\chi|h^2}{6},\qquad
\frac{dB}{dh}=-\frac{\varepsilon}{h^2}+\frac{|\chi|h}{3}.$$

The derivative vanishes at $h^3=3\varepsilon/|\chi|$. There $|\chi|h^2/6=|\chi|h^3/(6h)=\varepsilon/(2h)$, so the smallest worst-case error is $3\varepsilon/(2h)$.

**Limit.** As $\chi\to0$ the best step grows without bound. That is right for a purely harmonic well, where a larger step costs nothing and dilutes the error.

## General well and random noise

Now drop the symmetry of the well and write

$$V(u)=V_0-F_0u+\frac{\Phi u^2}{2}+\frac{\Psi u^3}{6}+\frac{\chi u^4}{24}+\frac{\xi u^5}{120}+\frac{\eta u^6}{720}+\dots$$

Here $F_0$ is any force left at the reference point. Differentiating and changing the sign gives

$$F(u)=F_0-\Phi u-\frac{\Psi u^2}{2}-\frac{\chi u^3}{6}-\frac{\xi u^4}{24}-\frac{\eta u^5}{120}-\dots$$

In $F(h)-F(-h)$ the terms with $F_0$, $\Psi$ and $\xi$ are equal at both points and cancel, while the odd terms double:

$$F(h)-F(-h)=-2\Phi h-\frac{\chi h^3}{3}-\frac{\eta h^5}{60}-\dots$$

Division by $-2h$ gives

$$D(h)=\Phi+\frac{\chi h^2}{6}+\frac{\eta h^4}{120}+\dots$$

Add noise $n_+$ to $F(h)$ and $n_-$ to $F(-h)$. I assume that both have zero mean and standard deviation $\sigma$, that they are independent, and that $\sigma$ does not depend on $h$. The noise in $D$ is $-(n_+-n_-)/(2h)$. Variances of independent quantities add, so its variance is

$$\frac{\sigma^2+\sigma^2}{4h^2}=\frac{\sigma^2}{2h^2}.$$

The mean square error is the mean of (bias + noise)$^2$. The cross term vanishes because the noise has zero mean. Keeping the leading bias,

$$R^2(h)=\frac{\sigma^2}{2h^2}+\frac{\chi^2h^4}{36}.$$

Its derivative is

$$\frac{dR^2}{dh}=-\frac{\sigma^2}{h^3}+\frac{\chi^2h^3}{9}.$$

This is negative for small $h$, positive for large $h$, and zero once, at $h^6=9\sigma^2/\chi^2$. The minimum of this leading-order error is therefore global, and

$$h_*=\left(\frac{3\sigma}{|\chi|}\right)^{1/3}.$$

To find the least error, insert $\chi^2=9\sigma^2/h_*^6$ into the bias term, which becomes $\sigma^2/(4h_*^2)$. The noise variance is twice the squared bias, and the sum is $3\sigma^2/(4h_*^2)$:

$$R_*=\frac{\sqrt3}{2}\frac{\sigma}{h_*}
=\frac{\sqrt3}{2}\,\sigma^{2/3}\left(\frac{|\chi|}{3}\right)^{1/3}.$$

The step has the same form as in the bounded case, with $\sigma$ in place of $\varepsilon$. The least error has a different factor because a root mean square is not a worst case.

**Limit: a wrong step.** Put $h=xh_*$. The two parts of $R_*^2$ have weights $2/3$ and $1/3$, and they scale as $x^{-2}$ and $x^4$:

$$\frac{R^2}{R_*^2}=\frac{2}{3x^2}+\frac{x^4}{3}.$$

For $x=1/2$ the error is 1.64 times the least one; for $x=2$ it is 2.35 times. For a deviation by a given factor, a step that is too small costs less than one that is too large.

**Limit: vanishing $\chi$.** The sixth derivative now sets the bias:

$$R^2=\frac{\sigma^2}{2h^2}+\frac{\eta^2h^8}{14400},\qquad
-\frac{\sigma^2}{h^3}+\frac{\eta^2h^7}{1800}=0 .$$

Hence $h=(30\sqrt2\,\sigma/|\eta|)^{1/5}$. The cube root has become a fifth root. The cube-root law thus needs the ratio of the two bias terms, $|\eta|h_*^2/(20|\chi|)$, to be small.

## Correlated noise and repeated calculations

Two forces from similar calculations may share part of their error. With correlation coefficient $\rho$, the variance of $n_+-n_-$ is $2\sigma^2-2\rho\sigma^2$. The noise variance of $D$ becomes $\sigma^2(1-\rho)/(2h^2)$. This is the earlier result with $\sigma$ replaced by $\sigma\sqrt{1-\rho}$, so $h_*$ is multiplied by $(1-\rho)^{1/6}$ and $R_*$ by $(1-\rho)^{1/3}$.

**Limit.** For $\rho\to1$ the noise is a common offset. It cancels, and the best step goes to zero.

A different kind of error does not respond to the step. If the force error is $cu$, proportional to the displacement, the estimate changes by $-(ch+ch)/(2h)=-c$ for every $h$. Such an error is indistinguishable from a change of the force constant.

Averaging $N$ independent calculations of each force replaces $\sigma$ by $\sigma/\sqrt N$. With the step adjusted each time,

$$h_*\propto N^{-1/6},\qquad R_*\propto N^{-1/3}.$$

Eight repeats halve the error. If the old step is kept, the noise variance falls by 8 but the bias stays, and the error falls to $\sqrt{(2/3)/8+1/3}=0.65$ of its former value. Part of the gain comes from shortening the step.

## Where the cubic energy term returns

The forward difference uses the reference force and one displaced force:

$$-\frac{F(h)-F(0)}{h}=\Phi+\frac{\Psi h}{2}+\frac{\chi h^2}{6}+\dots$$

Nothing cancels $\Psi$ now. With independent noise in both forces the variance is $2\sigma^2/h^2$, and to leading order

$$R^2=\frac{2\sigma^2}{h^2}+\frac{\Psi^2h^2}{4},\qquad
-\frac{4\sigma^2}{h^3}+\frac{\Psi^2h}{2}=0 .$$

So $h^4=8\sigma^2/\Psi^2$, or $h=8^{1/4}(\sigma/|\Psi|)^{1/2}$. The two parts of $R^2$ are equal there, each $2\sigma^2/h^2$, and the least error is $2\sigma/h$. Cubic anharmonicity of the energy gives a square-root law.

**Limit.** If symmetry makes $\Psi=0$, the bias is $\chi h^2/6$ again. Then $-4\sigma^2/h^3+\chi^2h^3/9=0$ gives $h=(6\sigma/|\chi|)^{1/3}$, and the cube root is restored.

The central difference meets $\Psi$ in another way. Measure $u$ from the true minimum, so that $F_0=0$, and let the reference point lie at $u_0$. As $h\to0$ the central difference gives the curvature at that point:

$$V''(u_0)=\Phi+\Psi u_0+\frac{\chi u_0^2}{2}+\dots$$

If only this atom is out of place, a force $f$ left by incomplete relaxation obeys $f\approx-\Phi u_0$, so $u_0\approx-f/\Phi$. The force constant is shifted by about $-\Psi f/\Phi$. This shift remains at $h\to0$, so the choice of step does not remove it.

## Force constants between two atoms

Move atom $i$ by $u$ and record the force $F_j$ on atom $j$ along a chosen direction. The estimate $-[F_j(h)-F_j(-h)]/(2h)$ has the same expansion. Its $\chi$ is now $-d^3F_j/du^3$ at the reference point, a fourth derivative of the energy taken three times along the motion of $i$ and once along that of $j$. Each element of the force-constant matrix thus has its own best step, while one pair of displaced calculations supplies many elements. One step must serve them all, and the function of $x$ above gives the cost of the compromise.

## Worked example: silicon in silane

Silane, SiH$_4$, is a precursor gas for silicon films. Its silicon atom sits in a tetrahedral cage of four hydrogens. I move the silicon atom along one Si-H bond, with positive $u$ towards that hydrogen. The two directions are not equivalent, so symmetry does not remove $\Psi$.

The forces are analytic gradients of restricted Hartree-Fock theory (RHF) in the def2-SVP basis. The bond length at which the force on the hydrogens vanishes is 1.481 Å. Forces were computed at displacements up to $\pm0.16$ Å with the hydrogens fixed. A cubic polynomial in $h^2$ through $D(h)$ at $h=0.04$, 0.08, 0.12 and 0.16 Å gives $\Phi$ as its intercept and the higher even derivatives from its coefficients. The part of the force even in $u$ gives $\Psi$ in the same manner:

- $\Phi=32.42$ eV/Å$^2$
- $\Psi=105.4$ eV/Å$^3$
- $\chi=217.7$ eV/Å$^4$
- $\eta=4651$ eV/Å$^6$

The RHF energies at 0, $\pm0.08$, $\pm0.12$ and $\pm0.16$ Å, used without the forces, give $\Phi=32.42$ eV/Å$^2$ and $\chi=217.4$ eV/Å$^4$.

For the noise I choose $\sigma=1$ meV/Å. Then

$$h_*=\left(\frac{3\times0.001}{217.7}\right)^{1/3}\text{Å}=0.0240\ \text{Å}\quad(2.40\ \text{pm}),$$

$$R_*=0.866\times\frac{0.001}{0.0240}=0.036\ \text{eV/Å}^2 ,$$

which is 0.11 % of $\Phi$.

The balance can be seen on the computed forces themselves. I added 300,000 pairs of Gaussian random errors to the forces at each step and took the root mean square error of $D$ relative to $\Phi$. In the table, $h$ is in Å and the other columns are in eV/Å$^2$.

| $h$ | noise | bias | total |
|---|---|---|---|
| 0.01 | 0.0707 | 0.0036 | 0.0707 |
| 0.02 | 0.0354 | 0.0145 | 0.0382 |
| 0.04 | 0.0177 | 0.0581 | 0.0608 |
| 0.08 | 0.0088 | 0.2338 | 0.2340 |

Doubling the step halves the noise and multiplies the bias by about four. At 0.01 Å the error is nearly all noise; at 0.08 Å it is nearly all bias.

To see the scaling, I minimized the sampled error numerically over $h$, with the bias taken from the fitted polynomial. The same random numbers served at every noise level.

| $\sigma$ (meV/Å) | best $h$ (Å) | least error (eV/Å$^2$) |
|---|---|---|
| 0.01 | 0.00516 | 0.0017 |
| 0.1 | 0.01112 | 0.0078 |
| 1 | 0.02395 | 0.0361 |
| 10 | 0.05154 | 0.168 |

Straight lines through the logarithms have slopes 0.333 for the step and 0.667 for the error. Over the last decade the step grows by 2.152, slightly less than $10^{1/3}=2.154$. The next bias term accounts for this. Write the bias as $(\chi h^2/6)(1+\kappa h^2)$ with $\kappa=\eta/(20\chi)=1.07$ Å$^{-2}$. To first order in $\kappa$ the squared bias is $(\chi^2h^4/36)(1+2\kappa h^2)$, and the condition for the minimum becomes $h^6(1+3\kappa h^2)=h_*^6$. The step is therefore shortened by the fraction $\kappa h_*^2/2$. This is 0.03 % at 1 meV/Å and 0.14 % at 10 meV/Å, which lowers the growth factor to 2.152.

The formula for $R_*$ can also be turned round to set the force accuracy for a wanted error:

$$\sigma=\left(\frac{2R_*}{\sqrt3}\right)^{3/2}\left(\frac{3}{|\chi|}\right)^{1/2}.$$

For $R_*=0.01$ eV/Å$^2$ this gives 0.15 meV/Å, with a step of $\sqrt3\,\sigma/(2R_*)=0.013$ Å.

The other cases at 1 meV/Å follow from the same sampling. Correlation $\rho=0.5$ shortens the best step to 0.0213 Å and lowers the error to 0.029 eV/Å$^2$. Averaging eight repeats gives 0.0170 Å and 0.018 eV/Å$^2$. The forward difference has its best step at 0.0052 Å, with an error of 0.39 eV/Å$^2$. That is about eleven times the central-difference error at the same noise per force. The step, which $\Psi$ makes 4.6 times shorter, accounts for a factor 4.6; the larger prefactor of $\sigma/h$, 2 instead of $\sqrt3/2$, accounts for the remaining 2.3.

For the element between silicon and the hydrogen of the bond, $\chi=-315$ eV/Å$^4$ and the best step is 0.0212 Å. Using 0.0240 Å instead means $x=1.13$, which raises that element's error by about 3 %. One step serves both elements well.

A displaced reference matters more. With the centre at $u_0=0.02$ Å and $h=0.04$ Å, the computed forces give a force constant 2.16 eV/Å$^2$ above that for the centred pair with the same $h$. The expansion gives $105.4\times0.02+217.7\times0.02^2/2=2.15$ eV/Å$^2$. Had relaxation left only the silicon atom out of place, with a force of 10 meV/Å on it, the shift would have size $105.4\times0.010/32.42=0.033$ eV/Å$^2$, almost as large as $R_*$. Misplaced hydrogens matter too. Lengthening all four bonds by 0.001 Å leaves no force on the silicon atom, yet it lowers the force constant by 0.087 eV/Å$^2$. These shifts remain as $h\to0$. At a finite step the bias may cancel one of them by accident, but a reliable total error near $R_*$ also needs a tight relaxation of every atom.

## What carries over to real calculations

For silicon in silane moved along a bond, a step of 0.01 Å is the best one when $\sigma=\chi h^3/3=0.07$ meV/Å; at 1 meV/Å its error is about twice the least. Other directions have another $\chi$. Along the line that bisects the angle between two bonds it is about $-204$ eV/Å$^4$ in RHF/def2-SVP and about $-185$ eV/Å$^4$ in the larger def2-TZVP and def2-TZVPP bases. Between that line and a bond $\chi$ passes through zero, and there the next bias term sets the step. Crystalline silicon has a different $\chi$, which must be computed for the crystal. The cube root softens the consequence: half the $\chi$ lengthens the step by 26 %. The assumption most open to doubt is that the noise is random and independent of $h$. Incomplete self-consistency or a finite integration grid can give errors that vary smoothly with displacement, and their part linear in $u$ passes straight into $\Phi$. Its size must be found by tightening the settings.

In this example the best central-difference step changes little between the levels of theory compared here. At the same geometry the larger def2-TZVP basis gives $\chi=224$ eV/Å$^4$ and a step of 0.0238 Å. Adding electron correlation by second-order perturbation theory (MP2, all electrons correlated) in that basis gives $\chi=218$ eV/Å$^4$ and 0.0240 Å. More polarization functions (def2-TZVPP) lower $\chi$ by about 3 % in RHF and by about 3.5 % in all-electron MP2, which lengthens the step by about 1 %. With the silicon core frozen, MP2 gives about 217 eV/Å$^4$ in both bases. In RHF, $\Psi$ is about 4 % smaller in that basis than in def2-SVP, so the best forward-difference step is about 2 % longer. From RHF/def2-SVP to RHF/def2-TZVP and then to MP2/def2-TZVP, the force constant moves from 32.4 to 31.9 and then to 30.8 eV/Å$^2$; def2-TZVPP lowers each of the last two values by a further 0.1 eV/Å$^2$. The first two changes, 0.5 and 1.1 eV/Å$^2$, far exceed $R_*$, and even the last is more than twice $R_*$. The optimal step controls the error relative to the force constant of the chosen level, and says nothing about the error of that level.

Thermal and zero-point motion also changes the curvature that an atom samples. For a harmonic silicon atom in a fixed cage,

$$\langle u^2\rangle=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT},\qquad \omega=\sqrt{\Phi/M}.$$

At 300 K and a mass of 28.09 u the root mean square motion is 0.035 Å. Motion along the bond then adds $\chi\langle u^2\rangle/2=0.13$ eV/Å$^2$ to the mean curvature. Motion across the bond takes part of this back. The mixed fourth derivative, taken twice along the bond and twice across it, is about $-68$ eV/Å$^4$ for each of the two transverse directions (RHF/def2-SVP). With the same mean square motion in all three directions, the sum is $(217.7-2\times68)\langle u^2\rangle/2=0.05$ eV/Å$^2$. In the larger def2-TZVPP basis the mixed derivative is about $-62$ eV/Å$^4$ and the sum 0.06 eV/Å$^2$. The cubic terms do not shift the mean position, because the tetrahedral cage favours no direction: the mean force that $\Psi$ produces along the bond is cancelled by the transverse motion. The remaining 0.05 eV/Å$^2$ exceeds $R_*$. It is an estimate of size, since in silane the light hydrogens move too. It is also not an error of $D$, which targets the static curvature. Nor is it the whole correction to a vibrational frequency. There the cubic terms also act at second order, although the mean position stays put. For the lowest vibrational transition in this fixed cage they outweigh the quartic terms and lower the frequency. Such corrections have to be treated separately from the choice of step.
